# Crossover from Activated Hopping to Deep Tunnelling for a Hydrogen Adatom

## Form of the answer

A hydrogen adatom hops between neighbouring surface sites over a barrier of height $V_0$. Near the top, along the hopping coordinate $x$,

$$V(x)\simeq V_0-\tfrac12 m\omega_b^2x^2 .$$

The adatom mass is $m$, and energies are measured from the bottom of the well. The "imaginary mode" of the barrier top has angular frequency $i\omega_b$, and its quantum is $\hbar\omega_b=100$ meV. Friction is neglected, the surface is rigid, and one coordinate is treated.

If the crossover is decided near the top, it can depend on $m$, the curvature $m\omega_b^2$, $\hbar$ and $k_B$. The single energy that can be formed from the first three is $\hbar\omega_b$. Including the height adds the dimensionless ratio $V_0/\hbar\omega_b$, so

$$k_BT_c=\hbar\omega_b\,f\!\left(\frac{V_0}{\hbar\omega_b}\right).$$

For a high barrier the leading analysis gives $f=1/2\pi$. The first correction, from the quartic term of the barrier, decides how the dominant energy behaves near the top and how wide a gradual change is. The shape deeper down can still override it.

## The thermal flux as an energy integral

In one dimension, the states travelling towards the barrier in a momentum interval $dp$ number $dp/(2\pi\hbar)$ per unit length. They arrive with velocity $v=dE/dp$, so their current is $v\,dp/(2\pi\hbar)=dE/(2\pi\hbar)$. Weighting by the Boltzmann factor and the transmission probability $P(E)$, and dividing by the partition function $Q$ of the well, gives the hop rate through one barrier:

$$k=\frac{1}{2\pi\hbar Q}\int_0^\infty P(E)\,e^{-\beta E}\,dE,\qquad \beta=\frac1{k_BT}.$$

This treats the incoming energies as continuous, an approximation examined below for the bound adatom. For classical crossing, $P=0$ below the top and $P=1$ above it. The integral is then $k_BT\,e^{-\beta V_0}$, which is the activated law.

Below the top the wavefunction obeys $\psi''=\kappa^2\psi$ with $\kappa=\sqrt{2m(V-E)}/\hbar$. When $\kappa$ varies slowly, the amplitude falls by $\exp(-\int\kappa\,dx)$ across the forbidden region. Squaring it gives, to exponential accuracy,

$$P\approx e^{-S(E)/\hbar},\qquad S(E)=2\int_{x_1}^{x_2}\sqrt{2m(V-E)}\,dx ,$$

where $x_1$ and $x_2$ are the turning points. Differentiate with respect to $E$. The endpoints contribute nothing, because the integrand vanishes there:

$$-\frac{dS}{dE}=2\int_{x_1}^{x_2}\sqrt{\frac{m}{2(V-E)}}\,dx\equiv\tau(E).$$

This is the period of a classical particle oscillating in the inverted barrier, whose speed is $\sqrt{2(V-E)/m}$. It is called the imaginary-time period.

## Leading order: the parabolic top

Let $\delta=V_0-E$ be the depth below the top. In the inverted parabola every oscillation has period $2\pi/\omega_b$. Since $S=0$ at $\delta=0$,

$$S=\frac{2\pi\delta}{\omega_b},\qquad \frac S\hbar=\beta_c\delta,\qquad \beta_c=\frac{2\pi}{\hbar\omega_b}.$$

The integrand below the top becomes

$$e^{-\beta(V_0-\delta)}e^{-\beta_c\delta}=e^{-\beta V_0}\,e^{-(\beta_c-\beta)\delta}.$$

Going deeper gains Boltzmann weight at the rate $\beta$ and loses transmission at the rate $\beta_c$. If $\beta<\beta_c$, the flux is concentrated near the top. If $\beta>\beta_c$, it grows with depth and the parabola no longer limits it. The two rates balance at

$$\boxed{T_c=\frac{\hbar\omega_b}{2\pi k_B}}$$

With the given quantum,

$$T_c=\frac{100\ \text{meV}}{2\pi\times0.086173\ \text{meV/K}}=184.7\ \text{K}\approx185\ \text{K}.$$

This is the onset of deep tunnelling, not of tunnelling as such. For $\beta<\beta_c$ and a high barrier, the part below the top integrates to $e^{-\beta V_0}/(\beta_c-\beta)$. The part above, with $P$ set to 1, gives $e^{-\beta V_0}/\beta$. They are equal at $\beta=\beta_c/2$, or $T=2T_c=369$ K. Half the hops therefore already pass below the top at about twice $T_c$, but they do so close to it.

## First correction: the quartic term

At $\beta=\beta_c$ the leading exponent does not depend on depth, so the next term decides what happens. Take a barrier symmetric about its top and write

$$V=V_0(1-s^2+qs^4+\dots),\qquad s=\frac xw,\qquad w^2=\frac{2V_0}{m\omega_b^2}.$$

The choice of $w$ makes $V_0s^2=m\omega_b^2x^2/2$. The number $q$ is positive if the barrier is broader than its parabola and negative if it is steeper.

Treat $qV_0s^4$ as a small change of $V$ at fixed $E$. The moving endpoints again contribute nothing at first order, so

$$\Delta S=2\int\frac{m\,qV_0s^4}{\sqrt{2m(V-E)}}\,dx=qV_0\oint s^4\,dt .$$

The second form uses $dt=dx\sqrt{m/[2(V-E)]}$. The unperturbed motion is $s=\sqrt{\delta/V_0}\,\sin\omega_bt$, because at the turning point $V_0s^2=\delta$. The mean of $\sin^4$ over a period is $3/8$. Therefore

$$\Delta S=qV_0\left(\frac{\delta}{V_0}\right)^2\frac38\,\frac{2\pi}{\omega_b},$$

$$\frac S\hbar=\beta_c\left(\delta+\frac{3q}{8}\frac{\delta^2}{V_0}\right),\qquad
\tau=\frac{dS}{d\delta}=\frac{2\pi}{\omega_b}\left(1+\frac{3q}{4}\frac{\delta}{V_0}\right).$$

The expansion requires $\delta\ll V_0$. In an asymmetric barrier a cubic term would average to zero at first order, but at second order it would contribute at the same power $\delta^2$. The value of $q$ would then have to be replaced by an effective one.

### Broad barriers: a continuous change

For $q>0$, the logarithm of the integrand is

$$-\beta V_0+(\beta-\beta_c)\delta-\frac{3q\beta_c}{8V_0}\delta^2 .$$

Setting its derivative to zero gives the dominant depth

$$\delta^*=\frac{4V_0}{3q}\left(\frac{T_c}{T}-1\right),\qquad T<T_c .$$

Above $T_c$ this would be negative, and the maximum within the tunnelling region stays at the top. Below $T_c$ it moves down continuously from zero. The condition $T_c=\hbar\omega_b/2\pi k_B$ is unchanged, provided no deeper energy takes over first. This is guaranteed if $\tau$ grows with depth all the way down, but $q>0$ alone ensures it only near the top. For $V=V_0(1-s^2+0.2s^4-2s^6)$ with $V_0=200$ meV and the same quantum, $q$ is positive, yet the minimum of the exponent jumps from the top to $E=0$ at about 220 K.

The quadratic term also gives the energy spread. Writing it as $-\delta^2/2\sigma^2$,

$$\sigma=\sqrt{\frac{4V_0k_BT_c}{3q}} .$$

The dominant path is clearly separated from the top when $\delta^*>\sigma$, which means

$$\frac{T_c}{T}-1>\sqrt{\frac{3q}{4}\frac{k_BT_c}{V_0}} .$$

The relative width of the crossover thus shrinks as $\sqrt{\hbar\omega_b/V_0}$. For a hydrogen barrier only a few quanta high it remains broad.

At $T_c$ itself, the enhancement over classical crossing is, to leading order in $V_0/k_BT_c$, half a Gaussian integral:

$$\beta_c\int_0^\infty e^{-\delta^2/2\sigma^2}d\delta=\beta_c\sigma\sqrt{\frac\pi2}=\sqrt{\frac{2\pi V_0}{3q\,k_BT_c}} .$$

It is finite, whereas the purely parabolic estimate $1/(\beta_c-\beta)$ diverges. Terms of order one are not fixed here. They come from the flux above the top, from the inaccuracy of $e^{-S/\hbar}$ within about $k_BT_c$ of the top, and from the next term of the action, of order $\delta^3$.

### Steep barriers: a jump in the dominant energy

For $q<0$ the period shortens with depth, and the stationary point is a minimum of the integrand. If $\tau$ keeps falling all the way down, the exponent $\beta E+S/\hbar$ is concave in $E$, and its smallest value lies at one end of the range. The top gives $\beta V_0$ and the bottom gives $S(0)/\hbar$. They are equal at

$$k_BT_1=\frac{\hbar V_0}{S(0)} .$$

Since $S(0)=\int_0^{V_0}\tau\,dE<2\pi V_0/\omega_b$, it follows that $T_1>T_c$. The curvature at the top then no longer fixes the crossover temperature. The premise of a period falling all the way down holds only for a barrier cut off at its foot. On a smooth path between two wells $\tau$ diverges at the well bottom. The jump still occurs above $T_c$, but it lands at an intermediate energy, at a temperature higher than $\hbar V_0/k_BS(0)$. For $V=V_0(\cos^2y+\tfrac18\sin^22y)$ with $y=\sqrt2\,s$, $q=-4/3$, $V_0=200$ meV and the same quantum, the jump is at about 203 K to about $0.43V_0$, while the formula gives 190 K. The jump shows up as an abrupt change of the flux only if the exponent between the two ends rises well above its value at the ends, which requires $V_0\gg\hbar\omega_b$. For a low barrier the flux is spread over the whole range and changes gradually.

## A barrier solvable at all depths

Take $V=V_0\,\text{sech}^2(x/w)$. Its expansion is $1-s^2+\tfrac23s^4$, so $q=2/3$. For the period, put $u=\sinh(x/w)$, which gives $dx=w\,du/\sqrt{1+u^2}$. With $\varepsilon=E/V_0$,

$$V-E=V_0\,\frac{1-\varepsilon-\varepsilon u^2}{1+u^2} .$$

The factors $1+u^2$ cancel in $dx/\sqrt{V-E}$, leaving

$$\tau=2\sqrt{\frac m2}\,\frac{w}{\sqrt{V_0}}\int\frac{du}{\sqrt{1-\varepsilon-\varepsilon u^2}}
=2\sqrt{\frac m2}\,\frac{w}{\sqrt{V_0}}\,\frac{\pi}{\sqrt\varepsilon}
=\frac{2\pi}{\omega_b}\sqrt{\frac{V_0}{E}} .$$

The last step uses $w=\sqrt{2V_0/m}/\omega_b$. Near the top $\sqrt{V_0/E}\simeq1+\delta/2V_0$, in agreement with $3q/4=1/2$. Integrating $\tau$ from $E$ to $V_0$ gives

$$\frac S\hbar=\frac{4\pi V_0}{\hbar\omega_b}\left(1-\sqrt{\frac{E}{V_0}}\right).$$

The stationary condition $\hbar\beta=\tau$ now holds at any depth:

$$E^*=V_0\left(\frac{T}{T_c}\right)^2,\qquad T<T_c .$$

Let $\alpha=V_0/k_BT_c=2\pi V_0/\hbar\omega_b$ and $t=T/T_c$. At $E^*$ the exponent is

$$\beta E^*+\frac S\hbar=\alpha t+2\alpha(1-t)=\alpha(2-t),$$

compared with $\alpha/t$ for classical activation. The gain is $\alpha/t-\alpha(2-t)=\alpha(1-t)^2/t$.

For the prefactor, the second derivative of $-S/\hbar=-2\alpha(1-\sqrt\varepsilon)$ with respect to $\varepsilon$ is $-(\alpha/2)\varepsilon^{-3/2}$, which equals $-\alpha/(2t^3)$ at $\varepsilon=t^2$. The Gaussian integral is therefore $\sqrt{4\pi t^3/\alpha}$. Multiplying by $\beta V_0=\alpha/t$, which normalizes to the classical flux, gives the enhancement

$$2\sqrt{\pi\alpha t}\;e^{\alpha(1-t)^2/t}.$$

This holds for a barrier many quanta high, well below $T_c$, where the whole Gaussian lies under the top, and as long as $E^*$ is not close to zero.

## Numbers for the adatom

The example uses the $\text{sech}^2$ barrier with $V_0=0.20$ eV, a well quantum $\hbar\omega_0=100$ meV and a hop length of 0.16 nm. The barrier length is $w=0.0407$ nm. Half a hop from the top the barrier has fallen to 7.6 % of $V_0$, so most of the barrier fits within the site spacing. The well quantum is a separate input: a row of such barriers at this spacing would have a well quantum of about 52 meV, so the well and the barrier used here are not parts of one potential.

Here $k_BT_c=15.92$ meV and $\alpha=2\pi\times200/100=12.57$. With $q=2/3$ the spread is $\sigma=\sqrt{2\times200\times15.92}\approx80$ meV. The relative width is $\sqrt{1/(2\times12.57)}\approx0.20$. Above $T_c$, the same size of $|T_c/T-1|$ marks where the decay length $1/(\beta_c-\beta)$ of the parabolic estimate equals $\sigma$. The crossover therefore extends from about $184.7/1.2=154$ K to about $184.7/0.8=231$ K.

A numerical solution of the Schrödinger equation for this barrier gives $P(E)$ without the semiclassical approximation. Halving its step changes the enhancement at $T_c$ by a relative $4\times10^{-10}$. Its results can be set beside the estimates:

- **At $T_c$.** The enhancement over classical crossing is 6.28. The leading estimate is $\sqrt{\pi\times12.57}=6.28$. Such close agreement is better than the neglected terms of order one entitle one to expect.
- **At 100 K.** The peak-flux energy is 58.6 meV, and $V_0(T/T_c)^2$ is also 58.6 meV. With $t=0.541$, the enhancement formula gives $9.25\times e^{4.88}\approx1.2\times10^3$. The numerical value is $1.47\times10^3$, so the formula is about 17 % low relative to it.
- **At 362 K.** Half the flux is below the top, close to the rough estimate of 369 K.

At $T_c$ the numerical peak lies at 163 meV, already below the 200 meV top. The exponent is very flat there: a depth of 37 meV costs only $37^2/(2\times80^2)\approx0.11$. At the top itself $P$ is below the value 1 given by $e^{-S/\hbar}$: for a parabolic top the exact transmission is $1/(1+e^{S/\hbar})$, which equals $1/2$ there. This loss of $\ln2\approx0.7$ in the exponent outweighs the cost of 0.11, so the peak moves down. The peak reaches the top near 410 K. No feature of the rate is sharp at 185 K.

The slope of an Arrhenius plot shows the same gradual change. From $k\propto Q^{-1}\int Pe^{-\beta E}dE$,

$$E_a=-\frac{d\ln k}{d\beta}=\langle E\rangle_{\text{flux}}-\langle E\rangle_{\text{well}} .$$

With the continuous integral it falls from 167 meV at 600 K to 139 meV at 300 K, 103 meV at $T_c$ and 46 meV at 120 K. Summing over the harmonic levels instead shifts these four values by 4 to 10 meV. Even at 600 K the slope from the continuous integral is below the barrier height. The mean well energy there is $50\coth(50/51.7)=66.9$ meV, which is 15 meV above the classical $k_BT=51.7$ meV. The remaining 17 meV of the reduction is the net effect of flux below the top and reflection just above it.

The rate at $T_c$ also contains the zero-point energy of the well. For a harmonic well $Q=1/[2\sinh(\beta\hbar\omega_0/2)]$, and its classical value is $1/(\beta\hbar\omega_0)$. Their ratio raises the rate by $2\sinh(\beta\hbar\omega_0/2)/(\beta\hbar\omega_0)$. At $T_c$, $\beta\hbar\omega_0=2\pi$, and the factor is $\sinh\pi/\pi=3.68$. The hop rate through one barrier is then $1.95\times10^9\ \text{s}^{-1}$. This factor changes the rate but leaves $T_c$ where it is.

## Where the estimate fails

**Discrete levels.** A bound adatom has no states below its ground level, here 50 meV in the harmonic estimate. The dominant energy of the continuous integral meets this level at $T=T_c\sqrt{50/200}=92.3$ K. Tunnelling from the ground level takes over at a higher temperature, because the levels are 100 meV apart. Summing $P(E)e^{-\beta E}$ over the harmonic levels gives the ground level half of the hops at about 127 K and 92 % of them at 100 K. The continuous integral assigns 0.65 % of the flux to forbidden energies at $T_c$, 12 % at 120 K and 29 % at 100 K. This share does not measure the whole error: replacing the integral by the sum over harmonic levels lowers the rate by about 20 % at 400 K, changes it by about 3 % at $T_c$ and raises it by about 32 % at 100 K. The 100 K rate is therefore a property of the model barrier rather than a prediction for an adatom.

**Barrier shape.** For $V=V_0(1-s^2-s^4)$, with the same height and top curvature, $S(0)/\hbar=10.33$. The two ends of the exponent balance at $T_1=200/(10.33\times0.086173)=224.7$ K, which is 22 % above $T_c$. Direct minimization of the exponent puts the dominant energy at the top for a temperature 2 % above $T_1$, and at the bottom for one 2 % below. At this modest barrier height, however, the exponent between the ends is at most about 0.4 higher than at the ends, so the flux is broad and its mean energy changes gradually. Taking the 50 meV ground level as the lower end, instead of the bottom of the well, gives a balance at 217.5 K.

**Friction.** Let the surface act as a set of harmonic oscillators that produce a friction rate $\gamma$. Near the top the complete system is quadratic and separates into normal modes, one of them unstable. Inserting $x\propto e^{\lambda t}$ into $\ddot x+\gamma\dot x-\omega_b^2x=0$ gives

$$\lambda^2+\gamma\lambda=\omega_b^2,\qquad \lambda=\sqrt{\omega_b^2+\frac{\gamma^2}{4}}-\frac\gamma2 .$$

The leading-order argument applies to this mode with $\hbar\lambda$ in place of $\hbar\omega_b$. A rough $\gamma=1\ \text{ps}^{-1}$ means $\hbar\gamma=0.66$ meV and lowers $T_c$ to 184.1 K. Lowering it by 10 % takes about $32\ \text{ps}^{-1}$, so neglecting weak friction is justified for this estimate.

**Mass.** At fixed potential $\omega_b\propto m^{-1/2}$. Deuterium then has $T_c=130.6$ K.

## Beside a real surface

The parameters are rough round values chosen for illustration, not computed or measured properties of a particular surface. The 100 meV quantum is the premise of the estimate and its most direct source of error: a quantum of 70 meV would give 129 K. A real surface breaks the assumption of one coordinate on a rigid lattice. Lattice relaxation, changes in the transverse vibrations and curved tunnelling paths can all alter the crossover, and their effect is not sized here. Coherent motion between sites is also left out. With the mass and the quantum held fixed, barrier shape shifts the semiclassical estimate of the crossover by 33 to 40 K in the example, depending on whether the ground level or the bottom of the well is taken as the lower end, and the weak friction shifts it by less than 1 K. Even at 600 K, tunnelling less the reflection above the top raises the model's barrier crossing by 21 % over the classical value. The program prints the results by temperature.

## Numbers as computed

```
Barrier-top quantum: 100 meV
Well quantum (rough input): 100 meV
Barrier height (rough input): 0.20 eV
Hop length (rough input): 0.16 nm
Boltzmann constant: 0.086173 meV/K
Crossover temperature T_c: 184.7 K
Thermal energy at T_c: 15.92 meV
V0/(kB T_c): 12.57
Barrier length w: 0.0407 nm
sech2 barrier left at half a hop from the top: 7.6 % of V0
Numerical transmission, sech2 barrier, by temperature:
T = 100.0 K: factor over classical crossing 1.47e+03, hop rate 8.47e+07 1/s
  peak-flux energy 58.6 meV, activation energy 21.0 meV
  flux below top 100.0 %, below ground level 28.63 %
T = 120.0 K: factor over classical crossing 127, hop rate 1.59e+08 1/s
  peak-flux energy 84.4 meV, activation energy 45.8 meV
  flux below top 99.5 %, below ground level 11.64 %
T = 150.0 K: factor over classical crossing 18.4, hop rate 5.23e+08 1/s
  peak-flux energy 129.6 meV, activation energy 77.9 meV
  flux below top 96.2 %, below ground level 2.81 %
T = 184.7 K: factor over classical crossing 6.28, hop rate 1.95e+09 1/s
  peak-flux energy 163.2 meV, activation energy 102.7 meV
  flux below top 88.4 %, below ground level 0.65 %
T = 250.0 K: factor over classical crossing 2.66, hop rate 1.30e+10 1/s
  peak-flux energy 183.2 meV, activation energy 128.2 meV
  flux below top 71.4 %, below ground level 0.08 %
T = 300.0 K: factor over classical crossing 1.98, hop rate 3.66e+10 1/s
  peak-flux energy 190.5 meV, activation energy 139.4 meV
  flux below top 60.4 %, below ground level 0.03 %
T = 400.0 K: factor over classical crossing 1.49, hop rate 1.51e+11 1/s
  peak-flux energy 199.3 meV, activation energy 153.2 meV
  flux below top 44.9 %, below ground level 0.01 %
T = 600.0 K: factor over classical crossing 1.21, hop rate 7.10e+11 1/s
  peak-flux energy 209.3 meV, activation energy 167.4 meV
  flux below top 28.7 %, below ground level 0.00 %
V0 (T/T_c)^2 at 100 K: 58.6 meV
V0 (T/T_c)^2 at 120 K: 84.4 meV
V0 (T/T_c)^2 at 150 K: 131.9 meV
Half of the flux is below the top at: 362 K
Step-halving shift of the factor at T_c: 3.8e-10 (relative)
Ground level of harmonic well: 50 meV
Peak-flux energy meets ground level at: 92.3 K
Rate factor from quantum well levels at T_c: 3.68
Steep barrier, S(0)/hbar: 10.33
Steep barrier, abrupt switch at: 224.7 K
Friction rate (rough input): 1.0 1/ps
hbar times this friction rate: 0.66 meV
T_c with this friction: 184.1 K
Friction lowering T_c by 10 %: 32.1 1/ps
T_c for deuterium, same potential: 130.6 K
```
